# The one-Gaussian floating-orbital model of the hydrogen molecule: verification in Python

```python
"""Floating spherical Gaussian model of H2, in atomic units.
Two electrons share phi = (2 alpha/pi)^(3/4) exp(-alpha |r-C|^2); protons are R apart.
Result under test, for C at the bond midpoint:
  E = 3 alpha + 2 sqrt(alpha/pi) - (8/R) erf(R sqrt(alpha/2)) + 1/R,
with a single minimum, where x = R sqrt(alpha/2) satisfies
  P(x) = erf(x) - (2x/sqrt(pi)) exp(-x^2) = 1/8.
P is the fraction of the electron density within R/2 of the midpoint.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, dblquad
from scipy.optimize import minimize, minimize_scalar
from scipy.special import erf
from pyscf import gto, scf, fci

PI = np.pi


def energy_formula(alpha, R):
    return (3*alpha + 2*np.sqrt(alpha/PI)
            - 8*erf(R*np.sqrt(alpha/2))/R + 1/R)


def enclosed_fraction(x):
    return erf(x) - 2*x*np.exp(-x*x)/np.sqrt(PI)


def shape_function(x):
    return (8*erf(x) - 1)/(np.sqrt(2)*x) - 2/np.sqrt(PI)


def library_integrals(alpha, R, across=0.0, along=0.0):
    """Kinetic, summed attraction to both protons, and repulsion integrals.
    The orbital is at the origin; the protons are shifted the opposite way."""
    mol = gto.M(atom='He 0 0 0', basis={'He': [[0, [alpha, 1.0]]]},
                unit='Bohr', verbose=0)
    kinetic = mol.intor('int1e_kin').item()
    attraction = 0.0
    for z in (-R/2, R/2):
        with mol.with_rinv_origin((-across, 0.0, z - along)):
            attraction -= mol.intor('int1e_rinv').item()
    return kinetic, attraction, mol.intor('int2e').item()


def library_energy(alpha, R, across=0.0, along=0.0):
    t, v, j = library_integrals(alpha, R, across, along)
    return 2*t + 2*v + j + 1/R


# Product theorem at random points, with two different centres
rng = np.random.default_rng(4)
A, B = rng.normal(size=3), rng.normal(size=3)
a, b = 0.7, 1.6
points = rng.normal(size=(50, 3))
centre = (a*A + b*B)/(a + b)
product = (np.exp(-a*np.sum((points-A)**2, axis=1))
           * np.exp(-b*np.sum((points-B)**2, axis=1)))
single = (np.exp(-a*b/(a+b)*np.sum((A-B)**2))
          * np.exp(-(a+b)*np.sum((points-centre)**2, axis=1)))
assert np.allclose(product, single, rtol=1e-11, atol=1e-15)

# Integrals from their definitions, away from the optimum
alpha_t, R_t, u_t = 0.7, 2.1, 0.9
p, d = 2*alpha_t, R_t/2


def density(r):
    return (p/PI)**1.5*np.exp(-p*r*r)


def average_about_proton(kernel):
    def integrand(c, r):
        distance = np.sqrt(r*r + d*d - 2*r*d*c)
        return 2*PI*r*r*kernel(r)*density(distance)
    return dblquad(integrand, 0, 9, -1, 1, epsabs=1e-10, epsrel=1e-9)[0]


gauss_avg = average_about_proton(lambda r: np.exp(-u_t**2*r*r))
gauss_formula = (p/(p+u_t**2))**1.5*np.exp(-p*u_t**2*d*d/(p+u_t**2))
assert abs(gauss_avg - gauss_formula) < 1e-7
inverse_avg = average_about_proton(lambda r: 1/r if r > 0 else 0.0)
assert abs(inverse_avg - erf(np.sqrt(p)*d)/d) < 1e-7

pair_1d = dblquad(lambda y, z: p/PI*np.exp(-p*(y*y+z*z)-u_t**2*(y-z)**2),
                  -6, 6, -6, 6, epsabs=1e-10)[0]
assert abs(pair_1d**3 - (p/(p+2*u_t**2))**1.5) < 1e-7


def orbital_slope(r):
    return -2*alpha_t*r*(2*alpha_t/PI)**0.75*np.exp(-alpha_t*r*r)


kinetic_def = quad(lambda r: 0.5*4*PI*r*r*orbital_slope(r)**2, 0, 12)[0]
assert abs(kinetic_def - 1.5*alpha_t) < 1e-8
repulsion_def = dblquad(
    lambda r2, r1: 2*(4*PI)**2*r1*density(r1)*r2*r2*density(r2),
    0, 9, 0, lambda r1: r1, epsabs=1e-10)[0]
assert abs(repulsion_def - 2*np.sqrt(alpha_t/PI)) < 1e-7

for trial_alpha, trial_R in ((0.7, 2.1), (0.2, 0.8), (1.5, 4.0)):
    assert abs(library_energy(trial_alpha, trial_R)
               - energy_formula(trial_alpha, trial_R)) < 1e-9

# Force on the bond at fixed exponent, with the enclosed charge integrated
step = 1e-3
slope = (library_energy(alpha_t, R_t+step)
         - library_energy(alpha_t, R_t-step))/(2*step)
inside = quad(lambda r: 4*PI*r*r*density(r), 0, d)[0]
assert abs(inside - enclosed_fraction(np.sqrt(p)*d)) < 1e-9
assert abs(slope - (8*inside - 1)/R_t**2) < 1e-5

# Newton solution of the shape condition
iterates = [(3*np.sqrt(PI)/32)**(1/3)]
for _ in range(6):
    x = iterates[-1]
    derivative = 4*x*x*np.exp(-x*x)/np.sqrt(PI)
    iterates.append(x - (enclosed_fraction(x) - 1/8)/derivative)
x = iterates[-1]
assert abs(iterates[-1] - iterates[-2]) < 1e-12
g = shape_function(x)
grid = np.linspace(0.05, 12, 4000)
assert np.all(shape_function(grid) <= g + 1e-12)
s = g/6
alpha, R, E = s*s, np.sqrt(2)*x/s, -g*g/12

# Independent search over exponent, bond length and orbital centre
starts = ((0.5, 2.0, 0.3, 0.4), (0.2, 1.2, 0.8, 0.2), (1.0, 3.0, 0.2, 1.4))
for a0, r0, across0, along0 in starts:
    found = minimize(
        lambda q: library_energy(np.exp(q[0]), np.exp(q[1]), q[2], q[3]),
        [np.log(a0), np.log(r0), across0, along0], method='Nelder-Mead',
        options={'xatol': 1e-5, 'fatol': 1e-10, 'maxiter': 1500,
                 'maxfev': 2500})
    assert abs(found.fun - E) < 1e-7
    assert abs(np.exp(found.x[0]) - alpha) < 1e-3
    assert abs(np.exp(found.x[1]) - R) < 1e-3
    assert np.max(np.abs(found.x[2:])) < 1e-3

# Virial relation and curvatures for displacement of the orbital
t, v, j = library_integrals(alpha, R)
T_total, V_total = 2*t, 2*v + j + 1/R
assert abs(2*T_total + V_total) < 1e-8
k_across = 4/R**3
k_along = 64/R**3*(2*x**3*np.exp(-x*x)/np.sqrt(PI) - 1/8)
h = 0.01
E0 = library_energy(alpha, R)
fd_across = (library_energy(alpha, R, h, 0)
             + library_energy(alpha, R, -h, 0) - 2*E0)/h**2
fd_along = (library_energy(alpha, R, 0, h)
            + library_energy(alpha, R, 0, -h) - 2*E0)/h**2
assert abs(fd_across - k_across) < 3e-4
assert abs(fd_along - k_along) < 3e-4
assert k_across > 0 and k_along > 0


# Hydrogen atom with one Gaussian: both protons' attraction at R=0 is halved
def atom_energy(log_alpha):
    kin, att, _ = library_integrals(np.exp(log_alpha), 0.0)
    return kin + att/2


atom = minimize_scalar(atom_energy, bounds=(-4, 1), method='bounded',
                       options={'xatol': 1e-7})
E_atom, alpha_atom = -4/(3*PI), 8/(9*PI)
assert abs(atom.fun - E_atom) < 1e-9
assert abs(np.exp(atom.x) - alpha_atom) < 1e-5
binding = 2*E_atom - E
assert binding > 0

# Long bond with the orbital held at the midpoint
R_long = 10.0
stretched = minimize_scalar(lambda q: library_energy(np.exp(q), R_long),
                            bounds=(-9, 1), method='bounded')
assert stretched.fun > 2*E_atom


# Finite-basis references at their own optimal bond lengths
def reference_energy(distance, correlated):
    mol = gto.M(atom=f'H 0 0 0; H 0 0 {distance:.10f}', basis='cc-pvtz',
                unit='Bohr', verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return fci.FCI(mf).kernel()[0] if correlated else mf.e_tot


hf = minimize_scalar(lambda q: reference_energy(q, False), bounds=(1.2, 1.7),
                     method='bounded', options={'xatol': 1e-4})
ci = minimize_scalar(lambda q: reference_energy(q, True), bounds=(1.2, 1.7),
                     method='bounded', options={'xatol': 1e-4})
assert E > hf.fun > ci.fun

bohr = physical_constants['Bohr radius'][0]*1e10
hartree = physical_constants['Hartree energy in eV'][0]
for n, value in enumerate(iterates[:5]):
    print(f'Newton iterate {n}, x (dimensionless): {value:.8f}')
print(f'erf(x) at root (dimensionless): {erf(x):.6f}')
print(f'exp(-x^2) at root (dimensionless): {np.exp(-x*x):.6f}')
print(f'maximum of g (hartree^0.5): {g:.6f}')
print(f's = sqrt(alpha) (bohr^-1): {s:.6f}')
print(f'optimal exponent alpha (bohr^-2): {alpha:.6f}')
print(f'optimal bond length (bohr): {R:.5f}')
print(f'optimal bond length (angstrom): {R*bohr:.4f}')
print(f'model energy (hartree): {E:.6f}')
print(f'model energy (eV): {E*hartree:.3f}')
print(f'kinetic energy, both electrons (hartree): {T_total:.6f}')
print(f'electron-proton attraction (hartree): {2*v:.6f}')
print(f'electron-electron repulsion (hartree): {j:.6f}')
print(f'proton-proton repulsion (hartree): {1/R:.6f}')
print(f'total potential energy (hartree): {V_total:.6f}')
print(f'virial ratio -V/T (dimensionless): {-V_total/T_total:.8f}')
print(f'density fraction within R/2 (dimensionless): '
      f'{enclosed_fraction(x):.6f}')
print(f'curvature across axis (hartree/bohr^2): {k_across:.5f}')
print(f'curvature along axis (hartree/bohr^2): {k_along:.5f}')
print(f'curvature across, finite difference (hartree/bohr^2): '
      f'{fd_across:.5f}')
print(f'curvature along, finite difference (hartree/bohr^2): {fd_along:.5f}')
print(f'off-centre starts reaching this minimum (count): {len(starts)}')
print(f'one-Gaussian H atom exponent (bohr^-2): {alpha_atom:.6f}')
print(f'one-Gaussian H atom energy (hartree): {E_atom:.6f}')
print(f'two one-Gaussian H atoms (hartree): {2*E_atom:.6f}')
print(f'binding energy within model (hartree): {binding:.6f}')
print(f'stretched bond length (bohr): {R_long:.1f}')
print(f'midpoint model energy, stretched (hartree): {stretched.fun:.6f}')
print(f'RHF/cc-pVTZ bond length (bohr): {hf.x:.3f}')
print(f'RHF/cc-pVTZ energy (hartree): {hf.fun:.5f}')
print(f'FCI/cc-pVTZ bond length (bohr): {ci.x:.3f}')
print(f'FCI/cc-pVTZ energy (hartree): {ci.fun:.5f}')
print(f'model minus RHF/cc-pVTZ energy (hartree): {E-hf.fun:.5f}')
print(f'RHF minus FCI energy, cc-pVTZ (hartree): {hf.fun-ci.fun:.5f}')
print('all tests passed')
```

Output:

```
Newton iterate 0, x (dimensionless): 0.54977131
Newton iterate 1, x (dimensionless): 0.59023738
Newton iterate 2, x (dimensionless): 0.58837352
Newton iterate 3, x (dimensionless): 0.58836967
Newton iterate 4, x (dimensionless): 0.58836967
erf(x) at root (dimensionless): 0.594636
exp(-x^2) at root (dimensionless): 0.707386
maximum of g (hartree^0.5): 3.386919
s = sqrt(alpha) (bohr^-1): 0.564487
optimal exponent alpha (bohr^-2): 0.318645
optimal bond length (bohr): 1.47405
optimal bond length (angstrom): 0.7800
model energy (hartree): -0.955935
model energy (eV): -26.012
kinetic energy, both electrons (hartree): 0.955935
electron-proton attraction (hartree): -3.227229
electron-electron repulsion (hartree): 0.636955
proton-proton repulsion (hartree): 0.678404
total potential energy (hartree): -1.911871
virial ratio -V/T (dimensionless): 2.00000000
density fraction within R/2 (dimensionless): 0.125000
curvature across axis (hartree/bohr^2): 1.24889
curvature along axis (hartree/bohr^2): 0.75090
curvature across, finite difference (hartree/bohr^2): 1.24887
curvature along, finite difference (hartree/bohr^2): 0.75090
off-centre starts reaching this minimum (count): 3
one-Gaussian H atom exponent (bohr^-2): 0.282942
one-Gaussian H atom energy (hartree): -0.424413
two one-Gaussian H atoms (hartree): -0.848826
binding energy within model (hartree): 0.107109
stretched bond length (bohr): 10.0
midpoint model energy, stretched (hartree): -0.356378
RHF/cc-pVTZ bond length (bohr): 1.388
RHF/cc-pVTZ energy (hartree): -1.13299
FCI/cc-pVTZ bond length (bohr): 1.403
FCI/cc-pVTZ energy (hartree): -1.17234
model minus RHF/cc-pVTZ energy (hartree): 0.17705
RHF minus FCI energy, cc-pVTZ (hartree): 0.03935
all tests passed
```
